# Cavity derivation of the DMFT impurity action and its self-consistency condition, part 1

(Sections cited here and not found follow in the second part.)

## First half: integrating out the lattice

**Setting.** Electrons move on a lattice with one orbital per site and all sites equivalent, described by the Hubbard model

$$H-\mu N=\sum_{ij\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu\sum_{i\sigma}n_{i\sigma}.$$

The hoppings are real, $t_{ij}=t_{ji}$, and enter with a plus sign. A diagonal element $t_{00}$ would only shift $\mu$, so we set $t_{00}=0$. We use $\hbar=k_B=1$ and $\beta=1/T$. The phase is normal: particle number and spin are conserved in all averages, and no site or spin direction is singled out.

The partition function is $Z=\int\mathcal D[\bar c,c]\,e^{-S}$ over Grassmann fields antiperiodic in imaginary time, with

$$S=\int_0^\beta\! d\tau\Big[\sum_{i\sigma}\bar c_{i\sigma}(\partial_\tau-\mu)c_{i\sigma}+\sum_{ij\sigma}t_{ij}\bar c_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow}\Big].$$

Fields are expanded as $c(\tau)=\sqrt T\sum_n c_n e^{-i\omega_n\tau}$ with $\omega_n=(2n+1)\pi T$, so that $\partial_\tau$ becomes $-i\omega_n$. The Green's function is

$$G_{ij}(\tau)=-\langle c_i(\tau)\bar c_j(0)\rangle,\qquad G_{ij}(i\omega_n)=\int_0^\beta\! d\tau\,e^{i\omega_n\tau}G_{ij}(\tau).$$

The aim is to describe one site, called 0, by an action containing its own fields alone, and then to find a closed set of equations for that action.

### (a) The action of one site

*Separate site 0 from the rest and integrate out all other sites. Find the quadratic term this produces, with its sign, and the form of the higher terms.*

**Solution.** Every term of $S$ belongs to site 0, to the other sites, or to the links between them: $S=S_0+S^{(0)}+\Delta S$, where

$$S_0=\int_0^\beta\! d\tau\Big[\sum_\sigma\bar c_{0\sigma}(\partial_\tau-\mu)c_{0\sigma}+Un_{0\uparrow}n_{0\downarrow}\Big].$$

The part $S^{(0)}$ is the action of the lattice with site 0 deleted, the cavity lattice. With the sources $\eta_i=t_{i0}c_0$ and $\bar\eta_i=\bar c_0t_{0i}$, the links are

$$\Delta S=A+B,\qquad A=\int\! d\tau\sum_{i\neq0}\bar c_i\eta_i,\qquad B=\int\! d\tau\sum_{i\neq0}\bar\eta_ic_i .$$

Spin sums are understood. Let $\langle\cdots\rangle_{(0)}$ be the average with weight $e^{-S^{(0)}}$. The integral over the other sites gives

$$Z=Z^{(0)}\!\int\!\mathcal D[\bar c_0,c_0]\,e^{-S_0}\big\langle e^{-\Delta S}\big\rangle_{(0)},$$

so that, up to a constant,

$$S_{\rm eff}=S_0-\ln\big\langle e^{-\Delta S}\big\rangle_{(0)}=S_0-\sum_{m\ge1}\frac{(-1)^m}{m!}\big\langle(\Delta S)^m\big\rangle_{(0)}^{c}.$$

The superscript $c$ denotes the cumulant, or connected part. Nothing has been approximated.

Each of $A$ and $B$ is a product of two Grassmann factors, so they commute. Particle conservation in the cavity requires as many factors $A$ as $B$. Odd $m$ therefore drop out, and for $m=2n$ the binomial theorem supplies a factor $(2n)!/(n!)^2$:

$$S_{\rm eff}=S_0-\sum_{n\ge1}\frac{1}{(n!)^2}\big\langle B^nA^n\big\rangle_{(0)}^{c}.$$

For $n=1$ the factors already stand in a convenient order:

$$\langle BA\rangle_{(0)}=\int\!\!\int\! d\tau d\tau'\sum_{ij}\bar\eta_i(\tau)\langle c_i(\tau)\bar c_j(\tau')\rangle_{(0)}\eta_j(\tau')=-\int\!\!\int\! d\tau d\tau'\sum_{ij}\bar\eta_i(\tau)G^{(0)}_{ij}(\tau-\tau')\eta_j(\tau').$$

Here $G^{(0)}$ is the Green's function of the cavity lattice, and the minus sign comes from its definition. The minus sign in front of the cumulant sum turns it into a plus sign:

$$S_{\rm eff}=S_0+\int\!\!\int\! d\tau d\tau'\,\bar c_0(\tau)\Delta(\tau-\tau')c_0(\tau')+(n\ge2),\qquad \Delta=\sum_{ij}t_{0i}G^{(0)}_{ij}t_{j0}.$$

The quadratic part at frequency $i\omega_n$ is $\bar c_0(-i\omega_n-\mu+\Delta)c_0$. It is natural to write it as $-\bar c_0\,\mathcal G_0^{-1}c_0$, with

$$\mathcal G_0^{-1}(i\omega_n)=i\omega_n+\mu-\Delta(i\omega_n).$$

The function $\mathcal G_0$ is called the Weiss function, and $\Delta$ the hybridization function.

Two sites with $U=0$ check the sign. The cavity is one free site, $G^{(0)}=1/(i\omega+\mu)$, and the formula gives $G_{00}=1/[i\omega+\mu-t^2/(i\omega+\mu)]$. This is the diagonal element of the inverse of the $2\times2$ matrix with $i\omega+\mu$ on the diagonal and $-t$ off it, as it should be.

The product $t_{0i}G^{(0)}_{ij}t_{j0}$ describes an electron that leaves site 0, travels from $j$ to $i$ and comes back. During the journey site 0 is not visited, because it is absent from the cavity. Repeated journeys arise when $\mathcal G_0=1/(i\omega+\mu-\Delta)$ is expanded in $\Delta$. If the full lattice function stood in $\Delta$, some journeys would be counted twice.

For $U=0$ the cavity action is quadratic, Wick's theorem makes all cumulants with $n\ge2$ vanish, and the quadratic form is exact on any lattice.

### (b) Many neighbours

*Take a hypercubic lattice in $d$ dimensions with nearest-neighbour hopping $t=t_*/\sqrt{2d}$ and $t_*$ fixed. Estimate how each term of $S_{\rm eff}$ scales with $d$, and say what remains as $d\to\infty$.*

**Solution.** The choice of $t$ keeps $\sum_jt_{0j}^2=2d\,t^2=t_*^2$ finite. This sum is the variance of the band energies, so kinetic energy and $U$ stay comparable.

First we need the decay of $G_{ij}$ with the distance $r$, counted in lattice steps. If the self-energy is local, $G$ is the inverse of $\zeta-t$ with a number $\zeta$ on the diagonal, and it expands in paths:

$$G=\frac1\zeta+\frac1\zeta\,t\,\frac1\zeta+\frac1\zeta\,t\,\frac1\zeta\,t\,\frac1\zeta+\cdots$$

The shortest path has $r$ hops and carries $t^r\sim d^{-r/2}$. The number of such paths depends on the displacement but not on $d$. A detour by one step out and back costs $t^2\sim1/d$ and can be taken in about $2d$ directions, so it leaves the order unchanged. Term by term, therefore,

$$G_{ij}\sim d^{-r/2}.$$

For free electrons this was tested without the path series, by integrating the propagator over time with $t_*=1$ eV at $\omega=1$ eV. Between $d=200$ and $d=800$ the decay exponents are 0.500 for one step, 1.001 for both kinds of two-step displacement, and 1.503 for three steps along different axes.

Now consider $n=1$. The terms of $\Delta$ with $i=j$ number $2d$, and each has size $t^2\sim1/d$, so together they are of order one. The terms with $i\ne j$ number about $(2d)^2$. Two different neighbours of site 0 are two steps apart, so each term has size $t^2G^{(0)}_{ij}\sim d^{-2}$. Their sum is again of order one, and both groups must be kept.

For $n\ge2$ a connected function needs an interaction event that ties the $2n$ lines together. Let this event be a local $2n$-leg vertex $\Gamma$ on site $l$, at distance $s$ from site 0. Each leg, summed over the neighbour where it ends, gives the amplitude

$$a_l=\sum_it_{0i}G^{(0)}_{il}.$$

The neighbours nearer to $l$, at most $s$ in number, contribute $d^{-1/2}d^{-(s-1)/2}=d^{-s/2}$ each. The remaining neighbours, about $2d$ in number, contribute $d\cdot d^{-1/2}d^{-(s+1)/2}=d^{-s/2}$ in total. Hence $a_l\sim d^{-s/2}$. About $d^s$ sites lie at distance $s$, so

$$\sum_l a_l^{2n}\,\Gamma\;\sim\;d^{\,s}\,d^{-sn}=d^{-s(n-1)} .$$

Site 0 is missing from the cavity, so $s\ge1$, and the largest contribution is $d^{1-n}$. Cases in which several legs end on the same neighbour are included, because the neighbour sums were done freely.

Spreading the event over two sites does not help. For $n=2$, two vertices on different neighbours $l$ and $l'$, each with two outer legs and joined by two lines, give $d^2\,(d^{-1})(d^{-1})(d^{-1})^2=d^{-2}$. This is smaller than the $d^{-1}$ from a single site.

These estimates are power counting at fixed temperature. They presuppose that the sums over chains of vertices stay finite. At a continuous phase transition, where a susceptibility diverges at one wave vector, this needs a separate examination, which is not made here. If the sums are finite, all terms with $n\ge2$ vanish as $d\to\infty$, and the action becomes

$$S_{\rm eff}=-\int\!\!\int\! d\tau d\tau'\sum_\sigma\bar c_{0\sigma}(\tau)\,\mathcal G_0^{-1}(\tau-\tau')\,c_{0\sigma}(\tau')+U\int_0^\beta\! d\tau\,n_{0\uparrow}n_{0\downarrow}.$$

The neighbours act through one function of time. Spatial fluctuations are averaged out, as in a static mean-field theory, but the quantum fluctuations of site 0 in time remain, because $U$ still acts on it in full. In a finite dimension this action is an approximation, known as dynamical mean-field theory (DMFT).

### (c) The surroundings as a set of free levels

*Show that this action is also that of a single interacting site coupled to non-interacting levels, and find the total coupling strength.*

**Solution.** Put $b=\sum_it_{0i}c_i$. The definition of $\Delta$ then reads $\Delta(\tau)=-\langle b(\tau)\bar b(0)\rangle_{(0)}$, so $\Delta$ is itself a Green's function of the cavity. Insert the cavity eigenstates $|m\rangle$ with energies $E_m$, counted with $-\mu N$ included:

$$\Delta(\tau)=-\frac1{Z^{(0)}}\sum_{mm'}e^{-\beta E_m}e^{\tau(E_m-E_{m'})}|\langle m|b|m'\rangle|^2 .$$

With $e^{i\omega_n\beta}=-1$, the time integral of $e^{i\omega_n\tau}e^{\tau(E_m-E_{m'})}$ is $-(e^{\beta(E_m-E_{m'})}+1)/(i\omega_n+E_m-E_{m'})$. Therefore

$$\Delta(i\omega_n)=\frac1{Z^{(0)}}\sum_{mm'}\frac{(e^{-\beta E_m}+e^{-\beta E_{m'}})\,|\langle m|b|m'\rangle|^2}{i\omega_n-(E_{m'}-E_m)} .$$

This has the form $\sum_lV_l^2/(i\omega_n-\epsilon_l)$ with $V_l^2\ge0$. By the result of (a), free levels $\epsilon_l$ coupled to site 0 by hopping $V_l$ produce this same $\Delta$, and they produce no higher terms. The effective problem is thus an Anderson impurity model. Its levels $\epsilon_l$ are excitation energies of the interacting cavity, not band energies of the lattice.

The total strength is the thermal average of the anticommutator of $b$ with its adjoint:

$$\sum_lV_l^2=\langle\{b,b^\dagger\}\rangle_{(0)}=\sum_it_{0i}^2 .$$

Consequently $\Delta\to\sum_it_{0i}^2/(i\omega)$ at high frequency, whatever the interaction.

### (d) A cluster on which the neglected terms can be seen

*A central site is linked to $z$ leaves by hopping $t/\sqrt z$. All sites have the same $U$, and $\mu=U/2$. Find $\Delta$ and the order of the neglected terms, and compare with the exact solution.*

**Solution.** Removing the centre leaves $z$ isolated atoms. With $\mu=U/2$ an atom has energy $0$ when empty, $-U/2$ when singly occupied and $U-2\mu=0$ when doubly occupied. Adding an electron of given spin costs $-U/2$ if the other spin is absent and $+U/2$ if it is present. By symmetry each case has probability $1/2$, so

$$G_{\rm at}=\frac12\Big[\frac1{i\omega-U/2}+\frac1{i\omega+U/2}\Big]=\frac{i\omega}{(i\omega)^2-U^2/4},\qquad \Delta=z\,\frac{t^2}{z}\,G_{\rm at}=t^2G_{\rm at}.$$

By (c), the quadratic action is represented by two free levels at $\pm U/2$, each with $V^2=t^2/2$.

A cumulant connects operators on the same atom only, since different atoms are independent. The $n$-particle term is therefore a sum over $z$ leaves of $(t/\sqrt z)^{2n}$ times a function independent of $z$. It scales as $z^{1-n}$, and the leading error of the quadratic action is of order $1/z$.

For $t=1$ eV, $U=4$ eV and $T=1$ eV, both the star and the three-level model were diagonalized. The largest difference of $G_{00}$ over the four lowest positive Matsubara frequencies is $1.72\times10^{-3}$ eV$^{-1}$ for $z=1$ and $3.53\times10^{-4}$ eV$^{-1}$ for $z=5$. Multiplied by $z$, these are $1.72\times10^{-3}$ and $1.76\times10^{-3}$ eV$^{-1}$, nearly the same number. A quadratic extrapolation in $1/z$ leaves $4\times10^{-8}$ eV$^{-1}$ at infinite $z$. For $U=0$ and $z=3$ the difference is zero to rounding. The error thus comes from the interaction and, at this high temperature, falls as $1/z$ already for small $z$. At lower temperature it is much larger and the $1/z$ law sets in later: at $T=0.1$ eV the same difference is 0.079 eV$^{-1}$ for $z=1$ and 0.044 eV$^{-1}$ for $z=4$, against $|G_{00}|\approx0.14$ eV$^{-1}$ for the three-level model at the lowest frequency.

## Second half: closing the equations

**Taken from the first half.** Site 0 is described by an action with local repulsion $U$ and Weiss function $\mathcal G_0^{-1}=i\omega+\mu-\Delta$. The hybridization function is $\Delta=\sum_{ij}t_{0i}G^{(0)}_{ij}t_{j0}$, where $G^{(0)}$ belongs to the lattice without site 0 and $t_{00}=0$. Green's functions are defined with a minus sign, $G=-\langle c\bar c\rangle$. On the hypercubic lattice with $t\sim d^{-1/2}$, propagators over $r$ steps scale as $d^{-r/2}$. The amplitude $a_l=\sum_it_{0i}G^{(0)}_{il}$ to a site at distance $s$ from site 0 scales as $d^{-s/2}$.

The action is not yet usable, because $G^{(0)}$ is unknown. We want to express it through the Green's function $G$ of the complete lattice.

### (e) Removing a site

*Assume that the self-energy is the same number $\Sigma(i\omega)$ on every site, has no elements between sites, and is unchanged on the remaining sites when site 0 is removed. Express $G^{(0)}_{ij}$ through $G$.*

This part has reduced the lattice to a single interacting site with a hybridization function $\Delta$, the higher terms of the action vanishing as $d\to\infty$ if the sums over chains of vertices stay finite. It remains to solve the problem just posed, expressing the cavity function $G^{(0)}$ through the full lattice function $G$, and so to obtain a closed set of equations.

Numerical values quoted here were computed with a short program.
